\section*{N^(-2/3) convergence of the exchange energy of the finite electron gas}

\section{The situation}

A simulation of the electron gas, a simple model of a metal, replaces the endless gas by $N$ electrons in a cube of side $L$, repeated periodically. Every electron then also meets its own periodic images, and the momentum transfers $\mathbf q$ between electrons form a grid instead of a continuum. Even at the Hartree--Fock level the exchange energy per electron therefore depends on $N$. The Madelung term accounts for the interaction of an electron with its own images. The question is how fast the energy converges once this term is included, and what sets the rate.

Hartree atomic units are used. The gas is unpolarized, a uniform positive background makes it neutral, and the volume is $V=L^3=4\pi r_s^3N/3$. With $v_q=4\pi/q^2$ the periodic interaction and the self-term are
\begin{equation}
v_E(\mathbf r)=\frac1V\sum_{\mathbf q\ne0}v_q e^{i\mathbf q\cdot\mathbf r},\qquad
v_M=\lim_{r\to0}\Bigl[v_E(\mathbf r)-\frac1r\Bigr]=-\frac CL ,
\label{ewald}
\end{equation}
where $\mathbf q=2\pi\mathbf n/L$ with integer vectors $\mathbf n$, and $C\approx2.8373$ for a cube. Each electron contributes $v_M/2$ to the energy.

The orbitals are plane waves with $\mathbf k=2\pi(\mathbf m+\mathbf t)/L$, where $\mathbf m$ is an integer vector and the twist $\mathbf t$ sets the boundary condition. All states with $|\mathbf k|\le k_F$ are doubly occupied. The energy considered here is the exchange energy with the Madelung term included, without the kinetic energy. It is averaged uniformly over $\mathbf t$ at fixed $k_F$, so $N$ denotes the mean electron number, and $e_N$ is the mean energy divided by $N$. A single twist is treated in the last section.

\section{Theorem}

Let $k_F$ be fixed and $L\to\infty$. Under the assumptions above,
\begin{equation}
e_N=-\frac{3k_F}{4\pi}-\frac{3C}{4k_FL^2}
+\frac1{8\pi k_F^3}\sum_{\mathbf R\ne0}\frac{1-3\cos(2k_FR)}{R^4}+O(L^{-5}),
\label{main}
\end{equation}
where $\mathbf R=L\mathbf n$. The sum is of order $L^{-4}$, because its numerator never exceeds 4 in size and $\sum_{\mathbf n\neq0}n^{-4}$ converges. Since $k_F=(9\pi/4)^{1/3}/r_s$ and $L^2=(4\pi/3)^{2/3}r_s^2N^{2/3}$, the leading error is
\begin{equation}
-\frac{3C}{4k_FL^2}
=-\frac{3C}{4(9\pi/4)^{1/3}(4\pi/3)^{2/3}}\,\frac1{r_sN^{2/3}}
=-\frac{0.4267}{r_sN^{2/3}} .
\label{law}
\end{equation}
The finite gas is bound too strongly by exchange.

\section{The structure factor}

\paragraph{Lemma 1.} The energy per electron is
\begin{equation}
e_N=\frac1{2V}\sum_{\mathbf q\ne0}v_q[S(q)-1]+\frac{v_M}2,
\label{eS}
\end{equation}
\begin{equation}
S(q)=\frac{3q}{4k_F}-\frac{q^3}{16k_F^3}\quad(q<2k_F),\qquad S(q)=1\quad(q\ge2k_F).
\label{S}
\end{equation}

\paragraph{Proof.} The density is uniform and $v_E$ has no $\mathbf q=0$ part, so the direct energy vanishes. Exchange acts between equal spins. The factor $\tfrac12$ for double counting and the factor 2 for spin cancel, which leaves $-V^{-1}\sum_{\mathbf q\ne0}v_qA(\mathbf q)$, where $A(\mathbf q)$ counts the $\mathbf k$ for which $\mathbf k$ and $\mathbf k+\mathbf q$ are both occupied. Division by $N$ gives (\ref{eS}) with $S=1-2A/N$, where $A$ now stands for its twist average.

Summing over $\mathbf m$ and averaging over $\mathbf t$ together cover all of $\mathbf k$ space once, with density $V/(2\pi)^3$. Hence $N=2V(2\pi)^{-3}\,4\pi k_F^3/3$, and $2A/N$ is the common volume of two spheres of radius $k_F$ at distance $q$, divided by the volume of one sphere. The common part consists of two caps of height $k_F-q/2$, each of volume $\tfrac{\pi}{3}(k_F-q/2)^2(2k_F+q/2)$. With $x=q/(2k_F)<1$,
\begin{equation}
\frac{2A}N=\frac{(1-x)^2(2+x)}2=1-\frac{3x}2+\frac{x^3}2 ,
\end{equation}
and subtraction from 1 gives (\ref{S}). For $x\ge1$ the spheres do not overlap. $\square$

The linear term comes from the sharp Fermi surface. A small shift $\mathbf q$ uncovers a skin whose volume is the disc area $\pi k_F^2$ times $q$, and only electrons in this skin can take up the momentum $\mathbf q$. There is no $q^2$ term.

In the infinite gas the sum in (\ref{eS}) becomes an integral and $v_M$ vanishes:
\begin{equation}
e_\infty=\frac12\int\!\frac{d^3q}{(2\pi)^3}v_q(S-1)
=\frac1\pi\int_0^{2k_F}\!(S-1)\,dq
=-\frac{2k_F}\pi\Bigl(1-\frac34+\frac18\Bigr)=-\frac{3k_F}{4\pi}.
\end{equation}

\section{The error as a sum minus an integral}

For a function $f(q)$ define
\begin{equation}
D[f]=\lim_{\eta\to0}\Bigl\{\frac1V\sum_{\mathbf q\ne0}f(q)e^{-\eta q^2}
-\int\!\frac{d^3q}{(2\pi)^3}f(q)e^{-\eta q^2}\Bigr\}.
\end{equation}

\paragraph{Lemma 2.} $v_M=D[v_q]$, and therefore $e_N-e_\infty=\tfrac12D[v_qS]$.

\paragraph{Proof.} Average $v_E(\mathbf r)-1/r$ over the normalized Gaussian $(4\pi\eta)^{-3/2}e^{-r^2/4\eta}$, whose Fourier transform is $e^{-\eta q^2}$. This produces the bracket in $D[v_q]$. As $\eta\to0$ the Gaussian contracts to the origin, where the function tends to $v_M$. The singularities of $v_E$ at the other lattice points are integrable and receive exponentially small weight.

Because $S-1$ vanishes beyond $2k_F$, the cutoff does not affect it, and
\begin{equation}
e_N-e_\infty=\tfrac12D[v_q(S-1)]+\tfrac12D[v_q]=\tfrac12D[v_qS].\quad\square
\end{equation}

This shows what the Madelung term does. Without it the summand is $v_q(S-1)\approx-4\pi/q^2$ at small $q$. With it the $-1$ cancels, and the milder singularity
\begin{equation}
v_qS=\frac{3\pi}{k_Fq}-\frac{\pi q}{4k_F^3}\qquad(q<2k_F)
\label{vS}
\end{equation}
remains. Its $1/q$ part sets the rate of convergence.

\section{The lattice sum of $1/n$}

\paragraph{Lemma 3.} With $Z=\sum_{\mathbf n\ne0}n^{-4}$ and $\varepsilon\to0$,
\begin{equation}
\sum_{\mathbf n\ne0}\frac{e^{-\varepsilon n^2}}n-\frac{2\pi}\varepsilon
=-C+\frac{Z\varepsilon}{2\pi^3}+O(\varepsilon^2).
\label{lattice}
\end{equation}

\paragraph{Proof.} Take $L=1$ and place the function $\phi(r)=e^{-\varepsilon r^2}/r$ at every lattice point. The periodic sum has Fourier coefficients $\hat\phi(G)$ with $\mathbf G=2\pi\mathbf n$. The constant one is $\hat\phi(0)=4\pi\int_0^\infty re^{-\varepsilon r^2}dr=2\pi/\varepsilon$. For $G\ne0$, repeated integration by parts gives
\begin{equation}
\hat\phi(G)=\frac{4\pi}G\int_0^\infty\!e^{-\varepsilon r^2}\sin(Gr)\,dr
=\frac{4\pi}{G^2}+\frac{8\pi\varepsilon}{G^4}+O\Bigl(\frac{\varepsilon^2}{G^6}\Bigr),
\end{equation}
since $e^{-\varepsilon r^2}$ has the value 1 and the second derivative $-2\varepsilon$ at $r=0$. The coefficients $4\pi/G^2$ are those of $v_E$. What is left has an absolutely convergent Fourier series, so for all $\mathbf r$
\begin{equation}
\sum_{\mathbf n}\phi(|\mathbf r+\mathbf n|)-\frac{2\pi}\varepsilon-v_E(\mathbf r)
=\sum_{\mathbf G\ne0}\frac{8\pi\varepsilon}{G^4}e^{i\mathbf G\cdot\mathbf r}+O(\varepsilon^2).
\end{equation}
Let $r\to0$. On the left, $\phi(r)-1/r\to0$ and $v_E-1/r\to v_M=-C$. On the right, $8\pi\varepsilon/(2\pi n)^4=\varepsilon/(2\pi^3n^4)$. This is (\ref{lattice}). $\square$

The subtracted term $2\pi/\varepsilon$ is the integral $\int d^3n\,e^{-\varepsilon n^2}/n$. The Madelung constant thus appears a second time, now for the grid of momentum transfers, which for a cubic cell is again cubic. For another cell shape the same argument gives the constant of the reciprocal lattice; the power $L^{-2}$ stays unless that constant vanishes, which happens for certain strongly elongated or flattened cells. Evaluating the left side of (\ref{lattice}) at $\varepsilon=0.01$ and $0.02$ and extrapolating linearly to zero gives $C=2.83730$, in agreement with the Ewald value.

\section{Proof of the theorem}

Put $a=3\pi/k_F$, choose a fixed $\beta>0$, and split
\begin{equation}
v_qS=a\,\frac{e^{-\beta q^2}}q+h(q).
\end{equation}

\paragraph{The singular part.} With $q=2\pi n/L$ one has $1/q=L/(2\pi n)$ and $\beta q^2=\varepsilon n^2$, where $\varepsilon=4\pi^2\beta/L^2$. Also $d^3q/(2\pi)^3=d^3n/V$. Lemma 3 gives
\begin{equation}
\frac12D\Bigl[a\frac{e^{-\beta q^2}}q\Bigr]
=\frac a{4\pi L^2}\Bigl(-C+\frac{2\beta Z}{\pi L^2}\Bigr)+O(L^{-6})
=-\frac{3C}{4k_FL^2}+\frac{a\beta Z}{2\pi^2L^4}+O(L^{-6}).
\label{sing}
\end{equation}

\paragraph{The remainder.} By (\ref{vS}), $h$ vanishes linearly at $q=0$, so the missing point $\mathbf q=0$ may be added to the sum at no cost. Poisson summation turns the full sum into $\sum_{\mathbf R}H(R)$, where $H$ is the Fourier transform of $h$. The term $\mathbf R=0$ is the integral, so $D[h]=\sum_{\mathbf R\ne0}H(R)$. With $g(q)=qh(q)$,
\begin{equation}
H(R)=\frac1{2\pi^2R}\int_0^\infty g(q)\sin(qR)\,dq .
\end{equation}
Explicitly,
\begin{align}
g&=\frac{3\pi}{k_F}-\frac{\pi q^2}{4k_F^3}-ae^{-\beta q^2}\quad(q<2k_F),\\
g&=\frac{4\pi}q-ae^{-\beta q^2}\quad(q>2k_F).
\end{align}
Here $g(0)=0$. Leave the Gaussian aside, since it is the same on both sides of $q=2k_F$. The values there agree, each side giving $2\pi/k_F$, and so do the slopes, each being $-\pi/k_F^2$. The second derivative jumps from $-\pi/(2k_F^3)$ to $8\pi/(2k_F)^3=\pi/k_F^3$, that is by $J=3\pi/(2k_F^3)$; the smooth Gaussian does not enter these comparisons. At the origin $g''(0)=-\pi/(2k_F^3)+2a\beta$. Integrating by parts on both sides of $2k_F$,
\begin{equation}
\int_0^\infty g\sin(qR)\,dq=-\frac{g''(0)+J\cos(2k_FR)}{R^3}+O(R^{-4}).
\end{equation}
The cutoff $e^{-\eta q^2}$ does not spoil this: the higher derivatives of $ge^{-\eta q^2}$ on the two intervals have integrals bounded uniformly in $\eta$. The bound $H=O(R^{-4})$ is therefore uniform too. It makes the sum over $\mathbf R$ absolutely convergent and permits the limit $\eta\to0$ term by term. Hence
\begin{equation}
\frac12D[h]=\frac1{4\pi^2}\sum_{\mathbf R\ne0}\frac1{R^4}
\Bigl[\frac{\pi}{2k_F^3}-2a\beta-\frac{3\pi}{2k_F^3}\cos(2k_FR)\Bigr]+O(L^{-5}).
\label{rem}
\end{equation}
The part with $\beta$ equals $-a\beta Z/(2\pi^2L^4)$ and cancels the second term of (\ref{sing}), as it must, since $\beta$ was arbitrary. The rest of (\ref{rem}) is the sum in (\ref{main}). $\square$

\section{Two comparison cases}

\paragraph{A quadratic structure factor.} To see that linearity is the cause, keep (\ref{eS}) but insert $S=1-e^{-a_0^2q^2}$, the structure factor of a model Gaussian hole of width set by $a_0$. It serves only to change the behaviour at small $q$; for the $a_0$ used below it is not a possible exchange hole of the unpolarized gas, whose pair density at contact is half the uncorrelated value. Now $v_qS$ tends to the finite value $4\pi a_0^2$ at $q=0$. Its Fourier transform is $\mathrm{erfc}(R/2a_0)/R$, so with the point $\mathbf q=0$ included, sum and integral would differ by exponentially small terms. That point is missing, and
\begin{equation}
e_N-e_\infty\simeq-\frac12\,\frac{4\pi a_0^2}V=-\frac{2\pi a_0^2}V\propto\frac1N .
\end{equation}
For $a_0=1/k_F$, $r_s=2$ and $N=1000$, both the sum and this formula give $-2.036\times10^{-4}$ hartree. Between $N=1000$ and $8000$ the computed error varies as $N^{-1.000}$, against $N^{-0.667}$ for the Fermi gas.

\paragraph{No Madelung term.} Leaving out $v_M/2=-C/(2L)$ changes the error to
\begin{equation}
\frac C{2L}-\frac{3C}{4k_FL^2}=\frac C{2L}\Bigl(1-\frac3{2k_FL}\Bigr)
\end{equation}
up to order $L^{-4}$. It is positive and falls as $N^{-1/3}$. The computed exponent over the same range is $-0.321$. The bracket accounts for the difference from $-1/3$: with $k_FL=(3\pi^2N)^{1/3}$ it rises from 0.952 to 0.976, which shifts the exponent by $\ln(0.976/0.952)/\ln8\approx0.012$.

\section{A worked example and the single twist}

Take a model gas with $r_s=2$ bohr and $N=54$. Then $k_F=0.95958$ bohr$^{-1}$, $L=12.186$ bohr, and
\begin{equation}
e_\infty=-\frac{3(0.95958)}{4\pi}=-0.22908,\qquad
-\frac{3C}{4k_FL^2}=-\frac{3(2.8373)}{4(0.9596)(12.186)^2}=-0.01493
\end{equation}
in hartree; the predicted error is $-0.406$ eV. The twist-averaged energy from (\ref{eS}) is $-0.24397$ hartree, an actual error of $-0.01489$ hartree. Subtracting the prediction leaves $4.8\times10^{-5}$ hartree, 0.3\% of the error, and the sum in (\ref{main}) accounts for $4.7\times10^{-5}$ of it. An explicit average over a grid of 1728 twists, with the mean energy divided by 54, gives $-0.24454$ hartree. It differs from the formula by 4\% of the finite-size error; on this grid the mean electron number is 54.10 instead of 54.

For larger twist-averaged systems the scaled error settles at the limit $-0.21335$ hartree:
\begin{center}
\begin{tabular}{rcc}
$N$ & error (hartree) & error$\,\times N^{2/3}$ (hartree)\\
54 & $-1.489\times10^{-2}$ & $-0.2127$\\
1000 & $-2.134\times10^{-3}$ & $-0.2134$\\
8000 & $-5.333\times10^{-4}$ & $-0.2133$\\
100000 & $-9.903\times10^{-5}$ & $-0.2133$
\end{tabular}
\end{center}
The small remainder changes sign with $N$, as the cosine in (\ref{main}) allows.

\paragraph{Remark on a single twist.} At $\mathbf t=0$ with closed shells, $S$ comes from a count of grid points, not from a volume. For $N=264902$ the count at the smallest $q$ gives $S=0.02377$, where $3q/(4k_F)=0.02372$, so the linear law is still present. The energy acquires shell noise, for which the following is an estimate and not a proof. Let $P(k)$ be the number of occupied grid points within radius $k$ minus its smooth value, which stays constant beyond $k_F$. If $k_F$ is matched to $N$, then $P$ vanishes beyond both $k_F$ and the outermost occupied shell, and to first order the total energy shifts by $-2\int_0^\infty\epsilon_x'(k)P(k)\,dk$, where $\epsilon_x$ is the exchange energy of one orbital. By Poisson summation, $P(k)$ for $k<k_F$ is to leading order the sum of the waves $-\kappa\cos(2\pi n\kappa)/(\pi n^2)$ over all $\mathbf n\ne0$, with $\kappa=kL/2\pi$. The short waves make $P$ change sign ever more often as $L$ grows, but integration divides each wave by a further factor $n$. The longest waves, with period $2\pi/L$ in $k$ and amplitude of order $k_FL/2\pi$, therefore set the typical size of the integral of $P$, which is of order $k_F$. The slope $\epsilon_x'$ is of order one, apart from a logarithm at $k_F$. The second-order term is not negligible beside this, so the estimate gives only an order of magnitude: the noise per electron is about $k_F/N$ up to a logarithm, which is smaller than the leading error by roughly $N^{-1/3}$.

The numbers agree with noise that dies out faster than the leading error. Multiplied by $N^{2/3}$, its root-mean-square size is 0.032 hartree for sampled shells between $N=778$ and $3870$, and 0.009 hartree between $N=264902$ and $457214$. This is a drop by a factor of 3.6, whereas $N^{-1/3}$ alone would give nearly 6 between the geometric midpoints of the two ranges. A logarithm would slow the fall, but these data do not establish it. The mean scaled error in the upper range is $-0.216$ hartree, about 1\% from the limit.

For small systems the noise matters. At $N=54$ and zero twist the error is $-0.0180$ hartree, and the correction (\ref{law}) leaves $-0.0031$ hartree, 17\% of it. At this size the correction is accurate for the twist average at fixed $k_F$, but not at zero twist. An average at fixed electron number, which many codes use, is not treated here. The correction concerns Hartree--Fock exchange alone. The Hartree--Fock kinetic energy has no finite-size error in the twist average at fixed $k_F$, because that average covers $\mathbf k$ space uniformly; at a single twist it generally has one. Correlation brings finite-size errors of its own, which are not treated here. Further values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Density parameter rs = 2.0 bohr
Fermi wavenumber kF = 0.95958 1/bohr
Madelung number C (Ewald) = 2.837297
C from regularized sum of 1/n = 2.837302
Infinite-gas exchange energy = -0.229083 hartree
Error times N^(2/3), limit = -0.213353 hartree
Same limit times rs = -0.42671 hartree bohr
Pair count, N = 264902: smallest q = 0.03035 1/bohr
  S counted = 0.02377, 3q/(4kF) = 0.02372
  largest |S counted - S formula| = 4.1e-04
Example N = 54: L = 12.1859 bohr
  Madelung term v_M/2 = -0.116417 hartree
  twist-averaged e (from S) = -0.243968 hartree
  explicit average, 1728 twists = -0.244541 hartree
  mean electron number of these twists = 54.100
  zero-twist e = -0.247088 hartree
  twist-averaged error = -0.014886 hartree
  zero-twist error = -0.018005 hartree
  predicted leading error = -0.014934 hartree
  predicted leading error = -0.4064 eV
  left after correction, averaged = 4.81e-05 hartree
  left after correction, zero twist = -3.07e-03 hartree
N, averaged error (hartree), error times N^(2/3) (hartree):
      54  -1.4886e-02  -0.212666
    1000  -2.1339e-03  -0.213386
    8000  -5.3335e-04  -0.213340
  100000  -9.9028e-05  -0.213349
N, remainder found, remainder from formula (hartree):
      54  4.808e-05  4.678e-05
    1000  -3.286e-07  -3.530e-07
    8000  3.400e-08  3.320e-08
  100000  2.167e-09  2.155e-09
Exponent of N in the error, from N = 1000 to 8000:
  linear S, Madelung term in: -0.6668
  quadratic S (Gaussian hole), Madelung term in: -1.0000
  linear S, Madelung term left out: -0.3212
Gaussian hole, N = 1000: error = -2.0363e-04 hartree
  -2 pi a^2/V with a = 1/kF = -2.0363e-04 hartree
Zero-twist closed shells, error times N^(2/3) (hartree):
  N = 778 to 3870: mean -0.21936, rms shell noise 0.03194
  N = 264902 to 457214: mean -0.21582, rms shell noise 0.00879
\end{verbatim}
